# Relative strengths of the donor 2p lines in unstrained silicon: a program that tests the result

```python
# RESULT UNDER TEST: for a donor in unstrained silicon the integrated, unpolarized
# absorption strengths of the two 2p lines obey
#     S(2p+-)/S(2p0) = 2 * w_pm * X^2 / (w_0 * Z^2)
# X = <1s|x|2px>, Z = <1s|z|2p0>, w = transition energies, z = valley axis.
# Trial functions: {1, z, x} * exp(-s), s^2 = (x^2+y^2)/a^2 + z^2/b^2, with a and b
# optimized separately for each state. gamma = mt/ml, beta = b/a.
# Effective units: length a* = kappa*a0/mt, energy E* = mt/kappa^2 hartree.
import numpy as np
from math import factorial, pi, sqrt, asin, exp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.special import roots_laguerre, eval_genlaguerre, lpmv

MT, ML, KAPPA = 0.19, 0.92, 11.4          # rough silicon values
GAMMA = MT / ML
HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
E_UNIT = HARTREE_MEV * MT / KAPPA**2       # meV
L_UNIT = BOHR_NM * KAPPA / MT              # nm
STATES = ("1s", "2p0", "2px")              # 2px has the energy of 2p+-


# ---------- derived formulas ----------
def kinetic_potential(state, beta, gamma):
    """t and v in E = t/a^2 - v/a."""
    c = sqrt(1 - beta**2)
    j0 = asin(c) / c
    j2 = (asin(c) - c * beta) / (2 * c**3)
    g = gamma / beta**2
    return {"1s": (1/3 + g/6, j0),
            "2p0": (1/5 + 3*g/10, 1.5*j2),
            "2px": (2/5 + g/10, 0.75*(j0 - j2))}[state]


def optimum(state, gamma):
    def energy(beta):
        t, v = kinetic_potential(state, beta, gamma)
        return -v*v / (4*t)
    best = minimize_scalar(energy, bounds=(0.05, 0.9999), method="bounded",
                           options={"xatol": 1e-10})
    assert 0.06 < best.x < 0.9998
    t, v = kinetic_potential(state, best.x, gamma)
    a = 2*t / v
    return a, a*best.x, best.fun


def matrix_elements(s_ab, p_ab, state):
    """Dipole <1s|q|2p> and gradient <2p|d/dq|1s>, q = z or x."""
    (a1, b1), (a2, b2) = s_ab, p_ab
    n1 = 1 / sqrt(pi * a1**2 * b1)
    g = lambda u, a, b: sqrt((1 - u*u)/a**2 + u*u/b**2)
    if state == "2p0":
        n2, ang, width = 1/sqrt(pi * a2**2 * b2**3), lambda u: 2*u*u, b1
    else:
        n2, ang, width = 1/sqrt(pi * a2**4 * b2), lambda u: 1 - u*u, a1
    total = lambda u: g(u, a1, b1) + g(u, a2, b2)
    dip = quad(lambda u: ang(u) / total(u)**5, -1, 1)[0]
    grad = quad(lambda u: ang(u) / g(u, a1, b1) / total(u)**4, -1, 1)[0]
    return 24*pi*n1*n2*dip, -6*pi*n1*n2*grad / width**2


def trial_model(gamma):
    opt = {s: optimum(s, gamma) for s in STATES}
    z, dz = matrix_elements(opt["1s"][:2], opt["2p0"][:2], "2p0")
    x, dx = matrix_elements(opt["1s"][:2], opt["2px"][:2], "2px")
    w0 = opt["2p0"][2] - opt["1s"][2]
    wpm = opt["2px"][2] - opt["1s"][2]
    length = 2*wpm*x*x / (w0*z*z)
    velocity = 2*(dx**2/wpm) / ((gamma*dz)**2/w0)
    return opt, z, x, w0, wpm, length, velocity


# ---------- direct quadrature in three dimensions ----------
NODE_R, WEIGHT_R = np.polynomial.legendre.leggauss(110)
NODE_U, WEIGHT_U = np.polynomial.legendre.leggauss(36)
PHI = (np.arange(6) + 0.3) * 2*pi / 6


def trial(state, x, y, z, a, b):
    front = {"1s": 1.0, "2p0": z, "2px": x}[state]
    return front * np.exp(-np.sqrt((x*x + y*y)/a**2 + z*z/b**2))


def grid(size):
    r = (0.5*size*(NODE_R + 1))[:, None, None]
    u = NODE_U[None, :, None]
    rho = r*np.sqrt(1 - u*u)
    w = (0.5*size*WEIGHT_R)[:, None, None] * r*r * WEIGHT_U[None, :, None] * 2*pi/6
    return rho*np.cos(PHI), rho*np.sin(PHI), r*u + 0*PHI, w + 0*PHI, r


def gradient(state, x, y, z, a, b):
    h = 1e-4*min(a, b)
    f = lambda i, j, k: trial(state, x + i*h, y + j*h, z + k*h, a, b)
    return ((f(1, 0, 0) - f(-1, 0, 0))/(2*h), (f(0, 1, 0) - f(0, -1, 0))/(2*h),
            (f(0, 0, 1) - f(0, 0, -1))/(2*h))


def direct_energy(state, a, b, mt, ml, kappa):
    x, y, z, w, r = grid(18*max(a, b))
    psi = trial(state, x, y, z, a, b)
    dx, dy, dz = gradient(state, x, y, z, a, b)
    density = (dx**2 + dy**2)/(2*mt) + dz**2/(2*ml) - psi**2/(kappa*r)
    return np.sum(w*density) / np.sum(w*psi**2)


opt, Z, X, W0, WPM, RATIO, RATIO_VEL = trial_model(GAMMA)

for state in STATES:                       # energy formula away from its minimum
    a, b = 1.7, 1.0
    t, v = kinetic_potential(state, b/a, GAMMA)
    assert abs(direct_energy(state, a, b, 1, 1/GAMMA, 1) - (t/a**2 - v/a)) < 1e-6

for state, start in zip(STATES, ([60., 40.], [110., 70.], [130., 70.])):
    # two-parameter search in ordinary atomic units, with all constants in place
    found = minimize(lambda p: HARTREE_MEV*direct_energy(state, abs(p[0]), abs(p[1]),
                     MT, ML, KAPPA), start, method="Nelder-Mead",
                     options={"xatol": 1e-2, "fatol": 1e-7, "maxiter": 200})
    a, b, e = opt[state]
    assert abs(found.fun - e*E_UNIT) < 1e-4
    assert abs(found.x[0]*BOHR_NM/(a*L_UNIT) - 1) < 3e-3
    assert abs(found.x[1]*BOHR_NM/(b*L_UNIT) - 1) < 3e-3

a1, b1, _ = opt["1s"]
for state, value in (("2p0", Z), ("2px", X)):
    a2, b2, _ = opt[state]
    x, y, z, w, r = grid(18*max(a1, a2))
    s, p = trial("1s", x, y, z, a1, b1), trial(state, x, y, z, a2, b2)
    norm = sqrt(np.sum(w*s*s) * np.sum(w*p*p))
    q = z if state == "2p0" else x
    assert abs(np.sum(w*s*q*p)/norm - value) < 1e-6
    dq = gradient("1s", x, y, z, a1, b1)[2 if state == "2p0" else 0]
    slope = matrix_elements((a1, b1), (a2, b2), state)[1]
    assert abs(np.sum(w*p*dq)/norm - slope) < 1e-5
    if state == "2px":
        rms_orbit = sqrt(np.sum(w*(x*x + y*y)*p*p) / np.sum(w*p*p))
        assert abs(rms_orbit - sqrt(6)*a2) < 1e-5

# hydrogen: known dipole, and length form = velocity form for exact eigenstates
for state in ("2p0", "2px"):
    d, slope = matrix_elements((1, 1), (2, 2), state)
    assert abs(d*d - 2**15/3**10) < 1e-9
    assert abs(slope/(-0.5 + 0.125) - d) < 1e-9
assert abs(trial_model(0.99)[5] - 2) < 0.1

# ---------- explicit six-valley sum, random light directions ----------
rng = np.random.default_rng(4)
dip0, dippm = [], []
for axis in range(3):
    for sign in (1, -1):
        unit = np.eye(3)
        dip0.append(sign*Z*unit[axis]/sqrt(6))
        dippm += [X*unit[(axis+1) % 3]/sqrt(6), X*unit[(axis+2) % 3]/sqrt(6)]
for _ in range(5):
    frame = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    for dip, expected in ((np.array(dip0), Z*Z/3), (np.array(dippm), 2*X*X/3)):
        mix = np.linalg.qr(rng.normal(size=(len(dip), len(dip))))[0]
        each = [np.sum((mix @ dip @ frame[:, k])**2) for k in (0, 1)]
        assert abs(np.mean(each) - expected) < 1e-12
        assert abs(each[0] - each[1]) < 1e-12


# ---------- large-basis solution of the same effective-mass equation ----------
class LargeBasis:
    """Coordinates with z = sqrt(gamma)*z' make the kinetic energy isotropic."""
    def __init__(self, gamma, n_rad, n_ang, lam=1.0):
        self.gamma, self.n_rad = gamma, n_rad
        xx, self.w = roots_laguerre(70)
        self.r = xx/(2*lam)
        P, D = [], []
        for n in range(n_rad):
            c = 1/sqrt((n+1)*(n+2))
            lag = eval_genlaguerre(n, 2, xx)
            slope = -eval_genlaguerre(n-1, 3, xx) if n else 0*xx
            P.append(c*xx*lag)
            D.append(c*(lag + xx*slope - xx*lag/2)*2*lam)
        self.P, D = np.array(P), np.array(D)
        assert np.allclose((self.P*self.w) @ self.P.T, np.eye(n_rad), atol=1e-8)
        self.kin = 0.5*(D*self.w) @ D.T
        self.u, self.wu = np.polynomial.legendre.leggauss(80)
        self.q = np.sqrt(1 - (1-gamma)*self.u**2)
        even, odd = range(0, 2*n_ang, 2), range(1, 2*n_ang + 1, 2)
        self.ang_s = self.angular(even, 0)
        self.ang_0, self.ang_1 = self.angular(odd, 0), self.angular(odd, 1)
        self.h_s = self.hamiltonian(even, self.ang_s)
        self.p0 = eigh(self.hamiltonian(odd, self.ang_0))
        self.p1 = eigh(self.hamiltonian(odd, self.ang_1))
        rad = self.radial(self.r)
        cz = (self.ang_s*self.wu*self.u) @ self.ang_0.T
        cx = (self.ang_s*self.wu*np.sqrt(1-self.u**2)) @ self.ang_1.T / sqrt(2)
        self.op_z = sqrt(gamma)*np.kron(cz, rad)
        self.op_x = np.kron(cx, rad)

    def angular(self, ells, m):
        return np.array([sqrt((2*l+1)/2*factorial(l-m)/factorial(l+m))
                         * lpmv(m, l, self.u) for l in ells])

    def radial(self, f):
        return (self.P*self.w*f) @ self.P.T

    def hamiltonian(self, ells, ang):
        coulomb = (ang*self.wu/self.q) @ ang.T
        barrier = np.diag([l*(l+1)/2 for l in ells])
        return (np.kron(np.eye(len(ang)), self.kin)
                + np.kron(barrier, self.radial(self.r**-2))
                - np.kron(coulomb, self.radial(1/self.r)))

    def short_range(self, reach):
        """Matrix of -exp(-d/reach)/d, d = true distance from the donor."""
        d = self.r[:, None]*self.q[None, :]
        kernel = np.exp(-d/reach)/d*self.wu
        ang = np.einsum("ku,lu,pu->klp", kernel, self.ang_s, self.ang_s, optimize=True)
        m = np.einsum("k,nk,mk,klp->lnpm", self.w, self.P, self.P, ang, optimize=True)
        return -m.reshape(self.h_s.shape)

    def lines(self, extra=0.0):
        e, vec = eigh(self.h_s + extra, subset_by_index=[0, 0])
        e, g = e[0], vec[:, 0]
        dz, dx = g @ self.op_z @ self.p0[1], g @ self.op_x @ self.p1[1]
        fz, fx = 2*(self.p0[0]-e)*dz**2, 2*(self.p1[0]-e)*dx**2
        return {"e": (e, self.p0[0][0], self.p1[0][0]), "Z": abs(dz[0]),
                "X": abs(dx[0]), "ratio": 2*fx[0]/fz[0], "sum": (fz.sum(), fx.sum()),
                "f": (fz[0]/3, 2*fx[0]/3)}

    def deepened(self, reach, target):
        m = self.short_range(reach)
        low = lambda A: eigh(self.h_s + A*m, eigvals_only=True,
                             subset_by_index=[0, 0])[0]
        A = brentq(lambda s: low(s) - target, 0, 40, xtol=1e-8)
        return self.lines(A*m)


hyd = LargeBasis(1.0, 24, 3).lines()
assert np.allclose(hyd["e"], (-0.5, -0.125, -0.125), atol=1e-6)
assert abs(hyd["ratio"] - 2) < 1e-5
basis, small = LargeBasis(GAMMA, 24, 7), LargeBasis(GAMMA, 19, 5)
ref = basis.lines()
assert abs(small.lines()["ratio"]/ref["ratio"] - 1) < 5e-3
assert abs(ref["sum"][0]/GAMMA - 1) < 2e-3 and abs(ref["sum"][1] - 1) < 2e-3
for state, e_ref in zip(STATES, ref["e"]):
    assert opt[state][2] > e_ref           # each trial energy is an upper bound

# ---------- size of neglected effects ----------
DEPTH = 45.5                               # meV, rough phosphorus ground-state depth
e0, epm = opt["2p0"][2]*E_UNIT, opt["2px"][2]*E_UNIT
ratio_depth = 2*(DEPTH + epm)/(DEPTH + e0)*X*X/(Z*Z)
cell = {d: basis.deepened(d/L_UNIT, -DEPTH/E_UNIT) for d in (0.3, 0.6)}
for d in cell:
    check = small.deepened(d/L_UNIT, -DEPTH/E_UNIT)
    assert abs(check["ratio"]/cell[d]["ratio"] - 1) < 1e-2
TEMP, SPLIT, DENSITY = 10.0, 12.0, 1e15    # K, meV (rough), cm^-3
kT = const.k*TEMP/const.e*1e3
upper = 5*exp(-SPLIT/kT)
upper /= 1 + upper
spacing = (3/(4*pi*DENSITY))**(1/3)*1e7

print(f"mt = {MT}, ml = {ML} electron masses, kappa = {KAPPA}")
print(f"gamma = mt/ml = {GAMMA:.4f}")
print(f"effective length unit = {L_UNIT:.4f} nm")
print(f"effective energy unit = {E_UNIT:.3f} meV")
for s in STATES:
    a, b, e = opt[s]
    print(f"{s}: beta = {b/a:.4f}, a = {a:.4f}, b = {b:.4f}, E = {e:.5f} (eff. units)")
    print(f"{s}: a = {a*L_UNIT:.3f} nm, b = {b*L_UNIT:.3f} nm, E = {e*E_UNIT:.2f} meV")
print(f"trial dipoles: Z = {Z:.4f}, X = {X:.4f} (eff. units)")
print(f"trial dipoles: Z = {Z*L_UNIT:.3f} nm, X = {X*L_UNIT:.3f} nm")
print(f"trial photon energies: 2p0 {W0*E_UNIT:.2f} meV, 2p+- {WPM*E_UNIT:.2f} meV")
print(f"factor w_pm/w_0 = {WPM/W0:.4f}")
print(f"factor X^2/Z^2 = {X*X/Z/Z:.4f}")
print(f"MAIN RESULT S(2p+-)/S(2p0), length form = {RATIO:.3f}")
print(f"inverse ratio S(2p0)/S(2p+-) = {1/RATIO:.4f}")
print(f"share of 2p0 in the two-line sum = {100/(1+RATIO):.2f} percent")
print(f"trial ratio, velocity form = {RATIO_VEL:.3f}")
print(f"trial f (mass mt): 2p0 {2*W0*Z*Z/3:.4f}, 2p+- {4*WPM*X*X/3:.4f}")
for g in (0.8, 0.5, 0.3):
    print(f"trial ratio at gamma = {g}: {trial_model(g)[5]:.3f}")
print("large-basis E(1s, 2p0, 2p+-) = "
      + ", ".join(f"{e*E_UNIT:.2f}" for e in ref["e"]) + " meV")
print(f"large-basis dipoles: Z = {ref['Z']*L_UNIT:.3f} nm, X = {ref['X']*L_UNIT:.3f} nm")
print(f"large-basis f (mass mt): 2p0 {ref['f'][0]:.4f}, 2p+- {ref['f'][1]:.4f}")
print(f"large-basis sums over all lines: z {ref['sum'][0]:.4f}, x {ref['sum'][1]:.4f}")
print(f"large-basis ratio = {ref['ratio']:.3f}")
print(f"trial ratio / large-basis ratio = {RATIO/ref['ratio']:.4f}")
print(f"assumed rough donor depth = {DEPTH} meV")
print(f"trial dipoles with photon energies from that depth: ratio = {ratio_depth:.3f}")
for d, c in cell.items():
    print(f"short-range attraction, range {d} nm: ratio = {c['ratio']:.3f}, "
          f"Z = {c['Z']*L_UNIT:.3f} nm, X = {c['X']*L_UNIT:.3f} nm")
c = cell[0.3]["e"]
print(f"its photon energies: 2p0 {(c[1]-c[0])*E_UNIT:.2f}, "
      f"2p+- {(c[2]-c[0])*E_UNIT:.2f} meV")
print(f"upper 1s population at {TEMP:.0f} K, splitting {SPLIT:.0f} meV: {upper:.1e}")
print(f"2p+- rms transverse radius = {rms_orbit*L_UNIT:.2f} nm")
print(f"donor sphere radius at {DENSITY:.0e} cm^-3 = {spacing:.1f} nm")
print("all assertions hold")
```

Output:

```
mt = 0.19, ml = 0.92 electron masses, kappa = 11.4
gamma = mt/ml = 0.2065
effective length unit = 3.1751 nm
effective energy unit = 39.783 meV
1s: beta = 0.5733, a = 0.7475, b = 0.4286, E = -0.78390 (eff. units)
1s: a = 2.373 nm, b = 1.361 nm, E = -31.19 meV
2p0: beta = 0.6030, a = 1.1332, b = 0.6833, E = -0.28844 (eff. units)
2p0: a = 3.598 nm, b = 2.169 nm, E = -11.47 meV
2px: beta = 0.6130, a = 1.6839, b = 1.0323, E = -0.16044 (eff. units)
2px: a = 5.347 nm, b = 3.278 nm, E = -6.38 meV
trial dipoles: Z = 0.3786, X = 0.4936 (eff. units)
trial dipoles: Z = 1.202 nm, X = 1.567 nm
trial photon energies: 2p0 19.71 meV, 2p+- 24.80 meV
factor w_pm/w_0 = 1.2584
factor X^2/Z^2 = 1.7005
MAIN RESULT S(2p+-)/S(2p0), length form = 4.280
inverse ratio S(2p0)/S(2p+-) = 0.2337
share of 2p0 in the two-line sum = 18.94 percent
trial ratio, velocity form = 5.263
trial f (mass mt): 2p0 0.0473, 2p+- 0.2026
trial ratio at gamma = 0.8: 2.200
trial ratio at gamma = 0.5: 2.726
trial ratio at gamma = 0.3: 3.511
large-basis E(1s, 2p0, 2p+-) = -31.23, -11.50, -6.39 meV
large-basis dipoles: Z = 1.137 nm, X = 1.595 nm
large-basis f (mass mt): 2p0 0.0424, 2p+- 0.2100
large-basis sums over all lines: z 0.2065, x 1.0000
large-basis ratio = 4.956
trial ratio / large-basis ratio = 0.8634
assumed rough donor depth = 45.5 meV
trial dipoles with photon energies from that depth: ratio = 3.910
short-range attraction, range 0.3 nm: ratio = 4.226, Z = 0.647 nm, X = 0.877 nm
short-range attraction, range 0.6 nm: ratio = 4.155, Z = 0.663 nm, X = 0.892 nm
its photon energies: 2p0 34.00, 2p+- 39.11 meV
upper 1s population at 10 K, splitting 12 meV: 4.5e-06
2p+- rms transverse radius = 13.10 nm
donor sphere radius at 1e+15 cm^-3 = 62.0 nm
all assertions hold
```
